# Why self-consistent Born scattering conserves current and one insertion may not

**Q:** I simulate a nanowire transistor with Green functions. I compute a phonon self-energy from the ballistic solution, insert it, and solve once more. The current entering at the source then differs from the current leaving at the drain. What has happened to the missing electrons?

**A:** They were scattered out of one energy without all being put back at another. To see where the books fail to close, we need to know what the self-energies count.

Let $H$ be the Hermitian Hamiltonian matrix of the finite device in an orthonormal basis. In steady state

$$G^R=(E-H-\Sigma^R)^{-1},\qquad G^{\lessgtr}=G^R\Sigma^{\lessgtr}G^A, \tag{1}$$

with $G^A=(G^R)^\dagger$. The matrix $-iG^<$ describes filled states and $+iG^>$ empty ones; the density matrix is $\rho=-i\int dE\,G^</2\pi$. Likewise $-i\Sigma^<$ describes scattering into the device states and $+i\Sigma^>$ scattering out. Each $\Sigma$ is a sum of contact and phonon parts, and each part $\alpha$ must obey

$$\Sigma_\alpha^R-\Sigma_\alpha^A=\Sigma_\alpha^>-\Sigma_\alpha^<. \tag{2}$$

I also assume that no artificial imaginary energy has been added to $E$.

**Q:** How does a current follow from these matrices?

**A:** Multiply the second relation in (1) from the left by $(G^R)^{-1}$, and separately from the right by $(G^A)^{-1}$:

$$(E-H-\Sigma^R)G^<=\Sigma^<G^A,\qquad G^<(E-H-\Sigma^A)=G^R\Sigma^< .$$

Subtract the second equation from the first. The terms in $E$ cancel, leaving

$$-[H,G^<]=\Sigma^RG^<-G^<\Sigma^A+\Sigma^<G^A-G^R\Sigma^< . \tag{3}$$

The left side is the flow driven by $H$. Indeed, $H$ alone changes the density matrix at the rate $-(i/\hbar)[H,\rho]=-(1/h)\int dE\,[H,G^<]$. In steady state the self-energies must supply the opposite rate.

Now take the trace of the right side for one part $\alpha$. Cyclic order gives

$$\mathrm{Tr}\left[(\Sigma_\alpha^R-\Sigma_\alpha^A)G^<-\Sigma_\alpha^<(G^R-G^A)\right].$$

We need $G^R-G^A$. From (1), $(G^A)^{-1}-(G^R)^{-1}=\Sigma^R-\Sigma^A$. Multiplying by $G^R$ on the left and $G^A$ on the right gives

$$G^R-G^A=G^R(\Sigma^R-\Sigma^A)G^A=G^R(\Sigma^>-\Sigma^<)G^A=G^>-G^< .$$

Inserting this and (2), the two products $\Sigma_\alpha^<G^<$ cancel, and the trace becomes $\mathrm{Tr}[\Sigma_\alpha^>G^<-\Sigma_\alpha^<G^>]$. Its negative is the supply rate, so the current into the device from contact $c$ is

$$I_c=\frac{ge}{h}\int dE\,\mathrm{Tr}\left[\Sigma_c^<G^>-\Sigma_c^>G^<\right]. \tag{4}$$

Here $g=2$ counts spin, $e>0$, and electron inflow is counted as positive. The first term is filling of empty states, the second emptying of filled ones.

**Q:** And what does this say about source plus drain?

**A:** The trace of the commutator in (3) is zero at every energy. The contact and phonon contributions therefore add to zero, and after integration

$$\sum_c I_c=-\frac{ge}{h}\int dE\,\mathrm{Tr}\left[\Sigma_s^<G^>-\Sigma_s^>G^<\right], \tag{5}$$

where $s$ denotes the phonon part. This holds for any $\Sigma_s$ satisfying (2), including your one-shot choice. The terminal currents balance if and only if the integrated phonon term vanishes. Solving the matrix equations correctly is not enough to make it vanish.

**Q:** What is the phonon self-energy in the Born approximation?

**A:** Take one mode of energy $\Omega=\hbar\omega$, coupled through $Mx$, with $M$ Hermitian and $x=b+b^\dagger$. The equation of motion for the electron operators $c$ then contains the source $\eta=Mc\,x$. The lesser self-energy is the correlation of this source,

$$\Sigma_{ij}^<(t,t')=\frac{i}{\hbar}\langle\eta_j^\dagger(t')\eta_i(t)\rangle .$$

The Born approximation factorizes it into an electron and a phonon correlation:

$$\Sigma^<(t,t')=M\,G^<(t,t')\,M\,\langle x(t')x(t)\rangle .$$

For $\Sigma^>$ the operator order is reversed, which gives $\langle x(t)x(t')\rangle$. I omit the static mean displacement of the lattice; it would add a Hermitian term to $H$.

The phonons are held in equilibrium with Bose number $N$. Since $b(t)=be^{-i\omega t}$, $\langle bb^\dagger\rangle=N+1$ and $\langle b^\dagger b\rangle=N$,

$$\langle x(t)x(t')\rangle=(N+1)e^{-i\omega(t-t')}+Ne^{i\omega(t-t')} .$$

A factor $e^{\pm i\omega(t-t')}$ shifts the energy argument of the Fourier transform by $\pm\Omega$. Hence

$$\begin{aligned}
\Sigma_s^<[G](E)&=M\left[(N+1)G^<(E+\Omega)+NG^<(E-\Omega)\right]M,\\
\Sigma_s^>[G](E)&=M\left[(N+1)G^>(E-\Omega)+NG^>(E+\Omega)\right]M.
\end{aligned}\tag{6}$$

An electron arrives at $E$ by emission from $E+\Omega$ or absorption from $E-\Omega$. It leaves toward an empty state at $E-\Omega$ or $E+\Omega$. Several independent modes give a sum of such terms.

**Q:** Why does self-consistency make the integral in (5) vanish?

**A:** Keep the Green function inside the self-energy separate from the one outside, and define

$$B(X,Y)=\int dE\,\mathrm{Tr}\left[\Sigma_s^<[X]\,Y^>-\Sigma_s^>[X]\,Y^<\right].$$

Set $Y=X$ and write out the four terms:

$$\begin{aligned}
B(X,X)=\int dE\,\big\{&(N+1)\mathrm{Tr}[MX^<(E+\Omega)MX^>(E)]\\
&+N\,\mathrm{Tr}[MX^<(E-\Omega)MX^>(E)]\\
&-(N+1)\mathrm{Tr}[MX^>(E-\Omega)MX^<(E)]\\
&-N\,\mathrm{Tr}[MX^>(E+\Omega)MX^<(E)]\big\}.
\end{aligned}$$

In the third line replace $E$ by $E+\Omega$. The trace becomes $\mathrm{Tr}[MX^>(E)MX^<(E+\Omega)]$, which by cyclic order equals the trace in the first line. The two lines cancel. In the fourth line replace $E$ by $E-\Omega$; it cancels the second in the same way. Thus

$$B(X,X)=0. \tag{7}$$

The shifts leave no boundary term because $X^<$ and $X^>$ are integrable: a finite device holds a finite number of filled and empty states.

Self-consistency means that the $G$ in (6) is the $G$ produced by (1). The integral in (5) is then $B(G,G)=0$, and current is conserved. Physically, each departure by emission from $E+\Omega$ is the same event as an arrival at $E$. Both entries contain the same filled initial state and the same empty final state.

**Q:** Does the phonon term vanish at each energy too?

**A:** In general it does not, because the partners in (7) sit at different energies. An exception is the elastic limit $\Omega\to0$ with $(2N+1)M^2$ held fixed. Then $\Sigma_s^{\lessgtr}=(2N+1)MG^{\lessgtr}M$, and

$$\mathrm{Tr}[MG^<MG^>-MG^>MG^<]=0$$

at every energy by cyclic order alone.

For finite $\Omega$, weight the integrand by $E$ and repeat the shifts. In the emission pair the weights are $E$ and $E+\Omega$, with difference $-\Omega$; in the absorption pair they are $E$ and $E-\Omega$, with difference $+\Omega$. So

$$\begin{aligned}
\int dE\,E\,\mathrm{Tr}[\Sigma_s^<G^>-\Sigma_s^>G^<]=-\Omega\int dE\,\big\{&(N+1)\mathrm{Tr}[MG^<(E+\Omega)MG^>(E)]\\
&-N\,\mathrm{Tr}[MG^<(E-\Omega)MG^>(E)]\big\}.
\end{aligned}$$

Multiplied by $g/h$, the right side is $-\Omega$ times the net rate of phonon emission. Electron number is conserved while energy is exchanged with the lattice.

**Q:** What goes wrong in my one-shot calculation?

**A:** You use $\Sigma_s[G_0]$, with $G_0$ the ballistic solution, but the currents contain the new solution $G_1$. The phonon integral is $B(G_0,G_1)$. Since $B(G_0,G_0)=0$ and $B$ is linear in its second argument,

$$\sum_cI_c=-\frac{ge}{h}B(G_0,G_1-G_0). \tag{8}$$

The scattering rates were computed from one set of filled and empty states and applied to another. Let $D$ measure the size of $M^2$. If $G$ can be expanded in $D$, then $G_1-G_0$ is of order $D$. $B$ carries another factor $D$, so the leak begins in general at $D^2$. A current expanded strictly to first order in $D$ is therefore conserved; the leak comes from solving (1) in full with an unmatched self-energy.

After $n$ insertions the mismatch is $G_n-G_{n-1}$. Each new self-energy difference is $D$ times the previous difference in $G$, so by induction this mismatch is of order $D^n$ and the leak is of order $D^{n+1}$.

If you keep only out-scattering, setting $\Sigma_s^<=0$, there is no partner term to cancel. The loss is then proportional to $\int dE\,\mathrm{Tr}[\Sigma_s^>G^<]$ and begins at order $D$.

**Q:** Is a one-shot insertion always wrong about conservation?

**A:** No. Self-consistency is sufficient, not necessary. In equilibrium, let $r=e^{-(E-\mu)/k_BT}$. The ballistic solution obeys $G_0^<=-rG_0^>$. At the shifted energies, the Boltzmann factor gained or lost is compensated by $N+1=Ne^{\Omega/k_BT}$, so (6) gives $\Sigma_s^<=-r\Sigma_s^>$. The contacts obey the same relation, and by (1) so does $G_1$. Then

$$\Sigma_s^<G_1^>-\Sigma_s^>G_1^<=-r\Sigma_s^>G_1^>+r\Sigma_s^>G_1^>=0.$$

There is also a biased example: a single site with elastic scattering. Write $G_0^<=iA_0\phi$ and $G_0^>=-iA_0(1-\phi)$, where $A_0$ is the spectral function and $\phi$ the filling set by the contacts. The inserted self-energies have the same ratio of in- to out-scattering as the contacts together. Hence $G_1$ has a new spectral function $A_1$ but the same $\phi$. Both scattering products are proportional to $A_0A_1\phi(1-\phi)$ and cancel.

**Q:** Show me the size of the leak in a transistor.

**A:** Take one valley and one subband of a silicon-like nanowire, from the top of the barrier to the drain, in the on state. The effective mass is 0.19 electron masses. Twelve sites at spacing $a=1$ nm give the hopping energy

$$t=\frac{\hbar^2}{2ma^2}=0.2005\ \text{eV}.$$

The diagonal of $H$ is $2t+U_i$, and neighbouring sites are joined by $-t$. The potential energy $U_i$ falls linearly by 0.20 eV over 11 nm, a field of 0.18 MV/cm. The contacts are semi-infinite continuations of the chain. The source Fermi level lies 0.05 eV above its band edge, the drain Fermi level lies 0.20 eV below that of the source, and the temperature is 300 K. A 60 meV phonon has $N=0.109$. Each site has its own mode, with squared coupling $D=0.002\ \text{eV}^2$. The mass and phonon energy are rough bulk silicon values; the coupling is an illustrative choice. In silicon the phonons near 60 meV scatter mainly between valleys, so a one-valley chain can at best stand for transfer between equivalent valleys.

I solved (1) and (6) on a 2 meV energy grid, so that $\Omega$ is 30 steps and the pairing in (7) survives as a shift of the grid index. The Hermitian part of $\Sigma_s^R$ came from the principal-value integral of $i(\Sigma_s^>-\Sigma_s^<)$. The currents depend on where the grid points fall relative to the source band edge. A 3 meV grid placed unevenly about that edge lowers the self-consistent current by 0.6%, while refining to 0.5 meV lowers it by only about 0.004 µA and leaves the relative leak unchanged. The third decimal is therefore meaningful only between currents on the same grid. With $ge^2/h=77.48\ \mu$A/V, the currents are:

| Calculation | Source inflow (µA) | Drain outflow (µA) |
|---|---:|---:|
| ballistic | 3.90 | 3.90 |
| one insertion | 3.589 | 3.026 |
| self-consistent | 3.590 | 3.590 |

With one insertion, the integrated in-scattering is 3.512 µA and the out-scattering 4.075 µA. By (5) the leak is $4.075-3.512=0.563\ \mu$A, or 15.7% of the source current. At self-consistency both integrals are 3.874 µA. Half the energy integral of the absolute net scattering is still 1.48 µA: this is the net current taken from some energies and returned at others, after arrivals and departures at the same energy have cancelled. None is lost.

**Q:** The one-shot source current looks excellent. May I report that one?

**A:** Nothing in the derivation singles it out, so I would not rely on the agreement. The drain value tells a different story: it puts the reduction from the ballistic current at 22%, whereas the self-consistent reduction is 8%. Averaging the two terminals gives 3.31 µA, still 8% below the self-consistent result. Nor does (8) fix the sign of the leak; here electrons disappear.

**Q:** How many insertions do I need?

**A:** For these parameters the leak, relative to the source current, is 2.1% after two insertions, 0.42% after three, 0.21% after four and 0.0016% after eight. The reduction per step is uneven. After 20 insertions the largest change in the Green functions was below $10^{-9}$ of their largest element, and the relative leak was $2\times10^{-11}$.

To find the leading powers, I halved the coupling from $10^{-5}$ to $5\times10^{-6}\ \text{eV}^2$ on a 3 meV grid. The leak scaled as $D^{1.00}$ for out-scattering alone, $D^{2.00}$ for one insertion and $D^{2.97}$ for two, close to the predicted 1, 2 and 3.

**Q:** Can I drop the Hermitian part of $\Sigma_s^R$ to save time?

**A:** Conservation permits it, since (2) and (7) do not involve that part. The current does change: on the 3 meV grid it falls from 3.57 to 3.54 µA, still equal at both terminals. This shift of 0.7% is the same on 2 and 1 meV grids, so it is not a grid artefact.

**Q:** Is the current also the same at every cross-section of the wire?

**A:** It is when the coupling is local, as here. With $M=\sqrt D\,|i\rangle\langle i|$, the argument for (7) applies to each site separately. Because $\Sigma_s$ is diagonal, the diagonal element of (3) contains just $\Sigma_{ii}^>G_{ii}^<-\Sigma_{ii}^<G_{ii}^>$. Its phonon part integrates to zero at each site, so the current through successive bonds is equal. With one insertion the bond current is instead 3.587 µA at the first bond and 3.002 µA at the last.

If $M$ connects different sites, (7) protects the total alone. I solved a three-site device with complex hopping between its ends and a random Hermitian $M$ of largest absolute eigenvalue $\sqrt D$. Source and drain balanced, yet the bonds of $H$ brought a net share of about 8% of the source current into the middle site. Since its charge is steady, that share leaves by phonon-assisted transfer, which the bond current of $H$ does not include. The size and sign of the share depend on the matrix drawn; other random choices of $M$ give a net outflow through the bonds instead.

**Q:** Where does the electrical power go?

**A:** The energy entering through the terminals exceeds that leaving by 0.154 µW, and this equals the counted phonon emission times 60 meV. The total power is $3.590\ \mu\text{A}\times0.20\ \text{V}=0.718\ \mu$W. About 21% is therefore released in the channel; the rest is carried into the contacts.

**Q:** How close is this to a real silicon nanowire?

**A:** The mass, phonon energy and field are in a plausible range, but the prescribed potential is a serious simplification. The electron density varies from 0.10 to 0.35 per nm along the channel. For a wire of 1.5 nm radius in 1 nm of oxide, with relative permittivity 3.9, the coaxial capacitance turns this variation into 0.09 V, almost half the drain voltage. This counts one valley. A silicon wire along [100] with a square or round cross-section has four equivalent valleys of this transport mass, so at the same Fermi levels the density and this voltage estimate would be about four times larger, and so would the phonon emission discussed below. A quantitative current needs the Poisson equation; I have not computed how far it would move. Conservation is unaffected, because the electrostatic potential is Hermitian. In a square wire 3 nm wide with hard walls, and with a mass of 0.92 electron masses for motion along one side (the longitudinal mass of the silicon valley), the next subband lies about 0.14 eV higher. An electron from the source Fermi level can reach 0.25 eV of kinetic energy at the drain, enough to enter it. In the same hard-wall estimate the two remaining valleys, light in both confined directions, lie about 0.17 eV higher and are also within reach. The confinement energy of about 0.27 eV also raises the transport mass above 0.19 through band nonparabolicity, to roughly 0.24. That energy is well below the rough gap of 1.1 eV, so impact ionization is not expected.

The phonon bath is also idealized. Emission at $1.6\times10^{13}$ per second, with a rough lifetime of 2 ps, stores 32 quanta. Spread over all optical modes of a 3 nm square, 12 nm long wire, they add about 0.004 per mode. Confined to one mode per site they would add 2.7, far above $N=0.109$, and equilibrium phonons would be a poor assumption.

**Q:** If my terminal currents agree, is the scattering calculation then accurate?

**A:** Agreement shows that the scattering terms balance, not that the self-energy is accurate. At mid-channel and at the source Fermi level, the phonon broadening is roughly 15 meV, about a quarter of the phonon energy. That is not very small, and the factorization behind (6) omits correlations between successive phonon events. The self-consistent result conserves current within this approximation; estimating what the approximation misses requires a better self-energy.
